\section*{Magnetic Field Dependence of Telegraph-Noise Times for a Spin-Half Trap}

\section*{The problem}

A single trap in the oxide of a small MOSFET exchanges one electron with the channel. The drain current then switches between two levels, one for the empty trap and one for the filled trap. The mean capture time $\tau_c$ is the mean dwell time in the empty state. The mean emission time $\tau_e$ is the mean dwell time in the filled state.

The empty trap has no spin. The filled trap is a spin-half doublet with isotropic factor $g>0$ and no other low-lying states. A second electron is kept out by its charging energy. In zero field the filled trap lies at energy $E$ above the empty one. The channel has electrochemical potential $\mu$, and we write $\varepsilon=E-\mu$. Channel, lattice and trap spin share one temperature $T$. Until part (f), $\varepsilon$ is taken not to change with the magnetic field $B$. We use
\begin{equation}
x=\frac{g\mu_B B}{2kT}.
\end{equation}

The numerical example is a trap beside a silicon channel at $T=0.5$ K, where $kT=0.04309$ meV, with $g=2$, $\varepsilon=0.10$ meV and an in-plane field of up to 2 T.

\section*{(a) Capture and emission for one spin sublevel}

\textit{Find the energies of the filled trap in the field. Then find the ratio of the capture rate $c_s$ into sublevel $s$ to the emission rate $e_s$ out of it, allowing the lattice to relax around the trapped electron.}

\textbf{Solution.} The Zeeman term is $\tfrac12 g\mu_B\,\mathbf B\cdot\boldsymbol\sigma$. Since $(\mathbf B\cdot\boldsymbol\sigma)^2=B^2$ and the trace of $\mathbf B\cdot\boldsymbol\sigma$ is zero, its eigenvalues are $\pm B$ for any field direction. The sublevels are
\begin{equation}
E_s=E+\tfrac12 s\,g\mu_B B,\qquad \frac{E_s-\mu}{kT}=\frac{\varepsilon}{kT}+s x,\qquad s=\pm1 .
\end{equation}

Let $a$ label lattice states of the empty trap, with energies $\epsilon_a$ and thermal weights $p_a=e^{-\epsilon_a/kT}/Z_0$. Let $b$ label those of the filled trap, with weights $p_b=e^{-\epsilon_b/kT}/Z_1$. An electron captured from channel energy $E'$ obeys
\begin{equation}
E'+\epsilon_a=E_s+\epsilon_b .
\label{energy}
\end{equation}
The squared matrix element and the channel density of states form one factor $W_{ab}^s$, common to a transition and its reverse. Capture needs an occupied channel state and emission an empty one:
\begin{equation}
c_s=\sum_{ab}p_a W_{ab}^s f(E'),\qquad
e_s=\sum_{ab}p_b W_{ab}^s\,[1-f(E')].
\end{equation}
The Fermi function satisfies $f(E')=e^{-(E'-\mu)/kT}[1-f(E')]$. With $E'$ from (\ref{energy}),
\begin{align}
p_a f(E')&=\frac{1}{Z_0}\,e^{-\epsilon_a/kT}\,e^{-(E_s+\epsilon_b-\epsilon_a-\mu)/kT}\,[1-f(E')]\nonumber\\
&=\frac{Z_1}{Z_0}\,e^{-(E_s-\mu)/kT}\,p_b\,[1-f(E')].
\end{align}
The factor multiplying $p_b[1-f]$ is the same for every pair $a,b$, so it comes out of the sum. The constant $Z_1/Z_0$ does not depend on field. It is absorbed by letting $E$ stand for the free-energy difference $E-kT\ln(Z_1/Z_0)$. Then
\begin{equation}
\frac{c_s}{e_s}=e^{-(E_s-\mu)/kT}=e^{-\varepsilon/kT}e^{-sx}.
\label{balance}
\end{equation}
The two spins may tunnel at different rates, because $W_{ab}^s$ has cancelled.

\section*{(b) The ratio of the mean times}

\textit{Relate $\tau_c/\tau_e$ to the populations of the trap, and find how the field changes it.}

\textbf{Solution.} A long record with $N$ captures has $N$ emissions, to within one. The total empty time is $N\tau_c$ and the total filled time is $N\tau_e$. If $P_0$ is the probability that the trap is empty and $P_s$ that it is filled in sublevel $s$, then
\begin{equation}
\frac{\tau_c}{\tau_e}=\frac{P_0}{P_++P_-}.
\label{count}
\end{equation}
This is a statement about means. It does not require the filled times to be exponentially distributed, and spin flips that leave the current unchanged do not affect the counting.

Let $w_{s}$ be the rate of flipping out of sublevel $s$. The populations obey
\begin{equation}
\frac{dP_s}{dt}=c_sP_0-e_sP_s-w_sP_s+w_{-s}P_{-s}.
\end{equation}
For flips caused by an environment at temperature $T$, detailed balance gives $w_+/w_-=e^{2x}$, since the sublevels are $2x\,kT$ apart. Try
\begin{equation}
P_s=P_0\,e^{-\varepsilon/kT}e^{-sx}.
\end{equation}
By (\ref{balance}) the first two terms cancel. The last two cancel because $P_+/P_-=e^{-2x}=w_-/w_+$. This is therefore a steady state. It is the unique one, because every state can be reached from every other through capture and emission. Putting it in (\ref{count}),
\begin{equation}
\frac{\tau_c}{\tau_e}=\frac{1}{e^{-\varepsilon/kT}(e^{-x}+e^{x})}
=\frac{e^{\varepsilon/kT}}{2\cosh x}.
\label{ratio}
\end{equation}
At $B=0$ the denominator is 2, the spin degeneracy. Dividing by the zero-field value at the same $\varepsilon$ and $T$ gives
\begin{equation}
\boxed{\;\left.\frac{\tau_c}{\tau_e}\right|_{B}=\left.\frac{\tau_c}{\tau_e}\right|_{0}\,\frac{1}{\cosh(g\mu_BB/2kT)}\;}
\label{law}
\end{equation}

\section*{(c) Limits and size}

\textit{Examine weak and strong fields, express the effect as a level shift, and evaluate it for the example.}

\textbf{Solution.} For $x\ll1$, $\cosh x\simeq1+x^2/2$. There is no linear term: one sublevel moves down and the other up by the same amount, and their first-order changes in Boltzmann weight cancel. For $x\gg1$, $\cosh x\simeq e^x/2$, and (\ref{ratio}) becomes
\begin{equation}
\frac{\tau_c}{\tau_e}\simeq e^{(E-g\mu_BB/2-\mu)/kT}.
\end{equation}
This is the ratio for a single nondegenerate level at the lower Zeeman energy. The degeneracy factor 2 has gone because the upper sublevel is unoccupied.

At any field, (\ref{law}) is what a zero-field doublet would show if its level were lowered by
\begin{equation}
\Delta=kT\ln\cosh x .
\end{equation}

In the example the Zeeman splitting at 2 T is 0.2315 meV, so $x=0.2315/(2\times0.04309)=2.69$ and $\cosh x=7.38$. The strong-field form $e^x/2$ gives 7.34. The zero-field ratio is $\tfrac12e^{2.321}=5.09$, and the ratio at 2 T is $5.09/7.38=0.690$. The fraction of time the trap is filled, $1/(1+\tau_c/\tau_e)$, rises from 16 percent to 59 percent. The equivalent lowering is $\Delta=0.086$ meV, about twice $kT$.

At 300 K and the same field, $\cosh x-1=1.0\times10^{-5}$. The mean of $N$ exponential times has relative error $1/\sqrt N$, so a ratio of two such means has relative error of about $\sqrt{2/N}$. Setting this equal to $10^{-5}$ requires $N=2\times10^{10}$ cycles, and comparing the ratio in the field with the ratio at zero field requires twice that number for each.

\section*{(d) The two times separately}

\textit{Take elastic tunnelling, with rate $\Gamma$ for either spin. Find $\tau_c$ and $\tau_e$, and show directly that thermal spin flips do not alter $\tau_e$.}

\textbf{Solution.} Now $c_s=\Gamma f(E_s)$ and $e_s=\Gamma[1-f(E_s)]$. Put $u=e^{\varepsilon/kT}$, so that $f(E_s)=1/(1+ue^{sx})$. The empty state has no internal structure, so its mean lifetime is the inverse of the total capture rate:
\begin{align}
\frac1{\tau_c}&=\Gamma\left[\frac1{1+ue^{x}}+\frac1{1+ue^{-x}}\right]
=\Gamma\,\frac{2+u(e^x+e^{-x})}{1+u(e^x+e^{-x})+u^2},\nonumber\\
\tau_c&=\frac{1+2u\cosh x+u^2}{2\Gamma(1+u\cosh x)},\qquad
\tau_e=\frac{2\cosh x}{u}\,\tau_c ,
\label{times}
\end{align}
where the second time follows from (\ref{ratio}).

The flip rates do not appear in $\tau_c$. For thermal flips they do not appear in (\ref{ratio}) either, so they are absent from $\tau_e$. The case without flips shows this explicitly. The electron enters sublevel $s$ with probability $c_s/(c_++c_-)$ and stays for a mean time $1/e_s$, so
\begin{equation}
\tau_e=\frac{c_+/e_++c_-/e_-}{c_++c_-}=\tau_c\,e^{-\varepsilon/kT}\,2\cosh x ,
\end{equation}
which is the same result.

At zero field (\ref{times}) reduces to $\tau_c=(1+u)/2\Gamma$ and $\tau_e=(1+u)/(\Gamma u)$. With $\Gamma=100$ s$^{-1}$ and $u=10.2$ these are 55.9 ms and 11.0 ms. At 2 T they are 16.7 ms and 24.3 ms. The field thus shortens capture by a factor of 3.3 and lengthens emission by 2.2, and the product is 7.4. For $\cosh x$ large compared with both $u$ and $1/u$, $\tau_c$ tends to $1/\Gamma=10$ ms, since the lower sublevel then faces a filled channel. Further change in the ratio comes from $\tau_e$. This division between the two times belongs to the elastic model, while (\ref{law}) does not depend on it.

A simulated telegraph record at 2 T, with $10^5$ cycles and flip rates $w_\pm=30\,e^{\pm x}$ s$^{-1}$, gave a ratio of 0.692, against 0.690 from (\ref{ratio}). By the estimate in part (c), the statistical error is about half a percent.

\section*{(e) A driven spin}

\textit{A microwave field flips the trapped spin equally fast in both directions, and much faster than both emission and thermal spin relaxation. What is $\tau_e$ in the model of part (d)?}

\textbf{Solution.} The sublevels are then equally populated while the trap is filled. The mean emission rate is $(e_++e_-)/2$, so
\begin{equation}
\tau_e=\frac{2}{e_++e_-}=\frac{2}{2\Gamma-1/\tau_c},
\end{equation}
where $e_++e_-=2\Gamma-(c_++c_-)$ was used. At 2 T this is $2/(200-59.7)\ \mathrm{s}=14.3$ ms instead of 24.3 ms. The ratio is 1.17 instead of 0.69. Detailed balance, $w_+/w_-=e^{2x}$, has been broken, and (\ref{law}) fails wherever $e_+$ and $e_-$ differ. For a level far above $\mu$ both rates approach $\Gamma$ and the drive has little effect: it changes the ratio by 2 percent at $\varepsilon=6\,kT$ and by 0.03 percent at $\varepsilon=10\,kT$. Slow thermal relaxation does no such harm.

\section*{(f) A channel of fixed density}

\textit{In strong inversion the gate fixes the channel density $n$ more nearly than it fixes $\mu$. Take $n$ as exactly fixed. Let the channel be one two-dimensional subband, its edge fixed relative to $E$, with total density of states $D$ and the same $g$ as the trap. Include the Zeeman effect alone. Does the result survive?}

\textbf{Solution.} Measure energy from the subband edge and put $y=e^{\mu/kT}$. Each spin has density of states $D/2$ above an edge at $s x\,kT$, and
\begin{equation}
n=\frac D2\sum_s\int_0^\infty\!\frac{d\eta}{e^{(\eta-\mu)/kT+sx}+1}
=\frac{DkT}{2}\sum_s\ln\left(1+ye^{-sx}\right).
\end{equation}
With $\nu=n/(DkT)$, exponentiation gives $(1+ye^{-x})(1+ye^{x})=e^{2\nu}$, or $y^2+2y\cosh x+1-e^{2\nu}=0$. The positive root is
\begin{equation}
y(x)=-\cosh x+\sqrt{\cosh^2x+e^{2\nu}-1},\qquad y(0)=e^\nu-1 .
\end{equation}
Since $\tau_c/\tau_e\propto1/(y\cosh x)$, the field divides the zero-field ratio by
\begin{equation}
R=\cosh x\;\frac{y(x)}{y(0)} .
\end{equation}

In a dilute channel, $\nu\ll1$, expansion of the root gives $y(x)\simeq\nu/\cosh x$ and $y(0)\simeq\nu$, so $R\to1$. The channel electrons gain the same spin free energy as the trapped one, $\mu$ falls by $kT\ln\cosh x$, and at fixed density the effect vanishes. In a degenerate channel, $e^\nu\gg\cosh x$, the root is $y(x)\simeq e^\nu-\cosh x$. Then $y(x)/y(0)\to1$ and $R\to\cosh x$. What one spin subband gains the other loses, at constant density of states, and $\mu$ stays in place.

For $x=2.69$, $R$ is 1.0005 at $\nu=0.001$ and 1.81 at $\nu=1$. These values are for strictly fixed $n$. A fixed gate voltage holds $\mu+e^2n/C_{ox}$ constant, with $\mu$ measured from the subband edge, $C_{ox}$ the oxide capacitance per area and the depletion capacitance neglected. This fixes $n$ only when $e^2\,dn/d\mu\gg C_{ox}$. In a dilute channel $dn/d\mu=\nu D$ is small, the gate holds $\mu$ instead, and most of the effect survives. With the $D$ given below and a 5 nm oxide, $R$ is 6.1 at $\nu=0.001$ and 1.96 at $\nu=1$. These two figures keep the subband edge fixed relative to $E$, which is only approximate once $n$ changes: the edge rises above the interface band edge with the electrons' own field, and a trap inside the oxide moves with the oxide field. In a Hartree well with depletion charge $10^{11}$ to $10^{12}$ cm$^{-2}$ and a trap 0 to 1 nm from the interface, $R$ becomes 6.1 to 6.4 at $\nu=0.001$ and 2.2 to 3.1 at $\nu=1$. At 0.5 K, $\nu\le1$ also means less than one electron in a channel 100 nm square, so the dilute limit is a formal one there. The example has $n=2\times10^{12}$ cm$^{-2}$, two valleys and in-plane mass $m=0.19\,m_0$, with $m_0$ the free-electron mass. Then $D=1.587\times10^{11}$ meV$^{-1}$cm$^{-2}$, the Fermi energy is $E_F=n/D=12.6$ meV and $\nu=292$. The full factor of 7.38 survives.

\section*{(g) Orbital effects of the field}

\textit{Estimate how far the field moves $\varepsilon$ through the orbital motion of the channel electrons, at fixed density.}

\textbf{Solution.} Let $z$ be normal to the interface, $\zeta=z-\langle z\rangle$, and $q$ the wavevector along the in-plane direction perpendicular to $\mathbf B$. The in-plane field changes the kinetic energy of this motion to
\begin{equation}
\frac{(\hbar q+eB\zeta)^2}{2m}=\frac{\hbar^2q^2}{2m}+\frac{\hbar q\,eB}{m}\zeta+\frac{e^2B^2}{2m}\zeta^2 .
\end{equation}
To order $B^2$, the last term acts in first order and the middle term in second order, its first-order value being zero. The energy at $q$ changes by
\begin{equation}
\delta(q)=\frac{e^2B^2\langle\zeta^2\rangle}{2m}-\frac{\hbar^2q^2e^2B^2}{m^2}S,\qquad
S=\sum_{j>0}\frac{|\langle j|z|0\rangle|^2}{\mathcal E_j-\mathcal E_0},
\end{equation}
with $\mathcal E_j$ the subband energies. In a degenerate channel, states enter or leave at the Fermi circle. Fixed density requires $D(\delta\mu-\overline{\delta})=0$, where the bar is the average around that circle. There $\overline{q^2}=q_F^2/2$, and $E_F=\hbar^2q_F^2/2m$, so
\begin{equation}
\delta\mu=\frac{e^2B^2\langle\zeta^2\rangle}{2m}-E_F\,\frac{e^2B^2}{m}\,S .
\end{equation}

A triangular well with a hard wall, a field of 0.17 MV/cm and normal mass $0.916\,m_0$ gives an rms thickness of 0.94 nm. At 2 T the two terms are 0.00163 and 0.00096 meV. Direct diagonalization, averaged around the circle, gives $\delta\mu=0.00067$ meV, or $0.016\,kT$. In this fixed triangular well the ratio is lowered by a further 1.6 percent. The result is a small difference of two terms and depends on the shape of the well. The field of 0.17 MV/cm is the mean field on the electrons, from a depletion charge of $10^{11}$ cm$^{-2}$ plus half the electron density. A self-consistent Hartree well with that depletion charge, whose next subband lies 17 meV higher and is empty, has an rms thickness of 1.2 nm and gives $\delta\mu\approx-0.0003$ meV, of the opposite sign. With a depletion charge of $10^{12}$ cm$^{-2}$ it gives $+0.0005$ meV. A local exchange term turns the first value to about $+0.00015$ meV and leaves the second unchanged. Only a bound should be relied on: in all these wells the shift is below $0.02\,kT$, or two percent in the ratio.

The trapped electron has its own diamagnetic rise, $e^2B^2\rho^2/8m_0$, from $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, with $\rho$ its rms distance from the field axis. For $\rho=1$ nm it is $0.002\,kT$. This is the first-order term with the free-electron mass. At the same $\rho$ an effective mass of $0.5\,m_0$ gives $0.004\,kT$ and one of $0.19\,m_0$ gives $0.011\,kT$. For a trap without symmetry about the field axis a second-order term reduces the rise.

A perpendicular field is a different matter. At 2 T the Landau spacing is 1.22 meV, far above $kT$. For ideal, unbroadened levels at this density, $\mu$ moves by $2.6\,kT$, enough to hide the spin effect. The shift oscillates with filling: a density 1 percent lower or higher gives $4.7\,kT$ or $0.7\,kT$, and the extremes are about $\pm8\,kT$. With the field tilted 1 degree out of the plane the spacing is 0.021 meV, about half of $kT$, and the calculated shift is below $0.01\,kT$.

\section*{(h) The example beside a real transistor}

\textit{Which assumptions does a measured device strain, and by how much?}

\textbf{Solution.} The density and masses are rough typical values for a silicon inversion layer. The temperature is far below that of ordinary reliability work and can be reached with a helium-3 or dilution refrigerator. The values of $\varepsilon$ and $\Gamma$ are chosen for convenience; trap rates in real oxides spread over many decades. The assumption most easily broken is equilibrium, because a drain bias $V$ is needed to see the noise. If electrons lose heat only by conduction to the contacts, the Wiedemann--Franz law with $L=\pi^2k^2/3e^2$ gives, for fractional position $\xi$ along the channel,
\begin{equation}
L\frac{d}{d\xi}\left(T_e\frac{dT_e}{d\xi}\right)=-V^2
\;\Rightarrow\;
T_e^2=T^2+\frac{V^2}{L}\,\xi(1-\xi).
\end{equation}
At mid-channel $T_e^2=T^2+3(eV/k)^2/4\pi^2$. For $V=20\ \mu$V this is 0.504 K. If the trap is assigned that temperature too, the divisor falls from 7.38 to 7.22, a change of $-2.1$ percent. This assumes that the electrons reach a local Fermi distribution. In a channel too short for that, the mid-channel distribution is the mean of the Fermi functions of the two contacts, and the model of part (d) gives 7.18, a change of $-2.6$ percent, for the example's $\varepsilon$. This change depends on the level position: it is $-2.3$ percent at $\varepsilon=0$ and $-0.2$ percent at $\varepsilon=6\,kT$. At 1 mV, $eV$ is $23\,kT$, and an equilibrium formula at the refrigerator temperature cannot be relied on: the short-channel model then gives a divisor of 1.0, with no field effect left.

Double occupancy is no concern here. A second electron, forming a singlet, has weight $e^{-(\varepsilon+U)/kT}/(2\cosh x)$ relative to the filled state. The rough charging energy $U=e^2/(4\pi\epsilon_0\epsilon_r r)$, with $\epsilon_r=3.9$ and $r=1$ nm, is 369 meV, thousands of times $kT$. A real trap may instead switch between one electron and two, a doublet before capture and a singlet after it. The factor $2\cosh x$ then belongs to the state before capture, and the field multiplies $\tau_c/\tau_e$ by $\cosh x$ instead of dividing it. Equation (\ref{law}) was derived for a trap that is spinless before capture and a doublet after it. A further spin, such as a nuclear spin, cancels from the ratio if its coupling to the captured electron is much smaller than $kT$. Electron interactions, valley splitting and disorder in the channel have not been estimated. They matter to (\ref{law}) in so far as they let the field move $\mu$ relative to $E$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Temperature 0.5 K, thermal energy kT = 0.04309 meV
g = 2.0, level above mu = 0.10 meV = 2.321 kT
Tunnel rate Gamma = 100 per s
B=0.0 T: x=0.0000, cosh x=1.0000, tau_c=55.92 ms, tau_e=10.98 ms, ratio=5.0924
B=0.5 T: x=0.6717, cosh x=1.2342, tau_c=47.85 ms, tau_e=11.60 ms, ratio=4.1261
B=1.0 T: x=1.3434, cosh x=2.0466, tau_c=33.51 ms, tau_e=13.47 ms, ratio=2.4883
B=1.5 T: x=2.0151, cosh x=3.8175, tau_c=22.88 ms, tau_e=17.15 ms, ratio=1.3340
B=2.0 T: x=2.6869, cosh x=7.3768, tau_c=16.75 ms, tau_e=24.26 ms, ratio=0.6903
Zeeman splitting at 2 T = 0.2315 meV
Equivalent level lowering at 2 T = 0.0861 meV
Strong-field form exp(x)/2 at 2 T = 7.3427
Simulated ratio at 2 T, 100000 cycles = 0.692
Saturated spin resonance at 2 T: tau_e = 14.26 ms, ratio = 1.1747
At 300 K and 2 T: cosh x - 1 = 1.00e-05
Channel density = 2.0e+12 cm^-2, masses 0.19 and 0.916, valleys 2
Density of states = 1.5874e+11 per meV cm^2
Fermi energy = 12.599 meV = 292.4 kT
Fixed density, nu=0.001: ratio divided by 1.0005 at 2 T
Fixed density, nu=1: ratio divided by 1.8076 at 2 T
Fixed density, nu=292: ratio divided by 7.3768 at 2 T
Depletion charge density = 1.0e+11 cm^-2, well field = 0.170 MV/cm
Channel rms thickness = 0.939 nm
Diamagnetic rise at 2 T = 0.001633 meV
Mass-enhancement term at 2 T = 0.000960 meV
Net orbital shift of mu = 0.000673 meV = 0.0156 kT
Orbital shift of trap, radius 1.0 nm = 8.79e-05 meV = 2.0e-03 kT
Perpendicular 2 T: Landau spacing = 1.219 meV, mu shift = 2.57 kT
Tilt of 1 degree: Landau spacing = 0.0213 meV, |mu shift| below 0.01 kT: True
Drain bias 20 uV: mid-channel T = 0.5041 K
Divisor at that T = 7.2197, change -2.13 percent
Rough charging energy = 369 meV = 8569 kT
\end{verbatim}
